Vapour pressure with a constant heat-capacity difference and its extrapolation

**1. A solid whose vapour pressure can be written down**

Consider a monatomic solid in which each atom vibrates classically, with frequency ν along three directions, about the bottom of a well of depth φ. Its vapour is an ideal gas of atoms of mass m without internal excitation. With k Boltzmann's constant and h Planck's constant, the chemical potentials per atom are

μ_gas = kT ln(pΛ³/kT), Λ = h/√(2πmkT), (1)

μ_solid = −φ − 3kT ln(kT/hν). (2)

Equation (2) is −kT times the logarithm of the one-atom partition function (kT/hν)³ exp(φ/kT). The small term pressure times atomic volume has been dropped. In equilibrium the two potentials are equal, so

ln p = ln(kT/Λ³) − φ/kT − 3 ln(kT/hν).

The factor kT/Λ³ contributes T^(5/2) and the vibrations contribute T^(−3). Collecting the constants gives

p = (2πm)^(3/2) ν³ (kT)^(−1/2) exp(−φ/kT). (3)

A plot of ln p against 1/T is therefore not quite straight: besides the term in 1/T there is −½ ln T. The coefficient has a thermal meaning. The molar heat capacity at constant pressure is 5R/2 for the gas and 3R for the solid, R being the gas constant. The difference, gas minus solid, is −R/2, and divided by R it is the coefficient of ln T. Kinetic energy contributes 3R/2 to both. The solid has the larger heat capacity because the potential energy of its vibrations adds another 3R/2, more than the R that the gas needs for its expansion at constant pressure.

**2. The general integration**

Now let any pure condensed phase, liquid or solid, be in equilibrium with its vapour. For each phase dμ = −S dT + V dp, with molar entropy S and molar volume V. Along the coexistence line both potentials change equally, so −ΔS dT + ΔV dp = 0, where Δ means gas minus condensed phase. At equilibrium ΔS = ΔH/T, where ΔH is the molar enthalpy of vaporization (or sublimation). Hence

dp/dT = ΔH/(T ΔV). (4)

Two assumptions simplify the volume: the vapour is ideal, and the condensed phase has negligible volume beside it. Then ΔV = RT/p, and dividing (4) by p gives

d ln p/dT = ΔH/(RT²). (5)

To integrate, ΔH must be known along the line, where temperature and pressure change together:

dΔH/dT = ΔCp + (∂ΔH/∂p)_T dp/dT. (6)

Here ΔCp = Cp(gas) − Cp(condensed). The enthalpy of an ideal gas does not depend on pressure. For the condensed phase, dH = T dS + V dp together with (∂S/∂p)_T = −(∂V/∂T)_p gives (∂H/∂p)_T = V(1 − αT), α being the thermal expansion coefficient. This is of the order of the small condensed volume, and it is neglected as that volume was in (5). If ΔCp is also constant over the range of interest, (6) integrates to

ΔH(T) = ΔH0 + ΔCp (T − T0), (7)

where ΔH0 is the value at a reference temperature T0. Let p0 be the pressure there. Inserting (7) in (5) and integrating from T0 to T leaves two integrals:

∫ dT′/T′² = 1/T0 − 1/T,

∫ (T′ − T0)/T′² dT′ = ∫ dT′/T′ − T0 ∫ dT′/T′²
= ln(T/T0) − T0(1/T0 − 1/T)
= ln(T/T0) + T0/T − 1.

The result is

ln(p/p0) = (ΔH0/R)(1/T0 − 1/T) + (ΔCp/R)[ln(T/T0) + T0/T − 1]. (8)

Collecting the terms in 1/T gives the equivalent three-constant form

ln p = A − B/T + (ΔCp/R) ln T, B = (ΔH0 − ΔCp T0)/R, (9)

with p and T standing for their numerical values in chosen units, on which A depends. The product RB is not the enthalpy of vaporization at a working temperature. By (7) it is the value that the linear law would give at T = 0. For ΔH0 = 65 kJ/mol at 350 K and ΔCp = −100 J/(mol K), it is 65 + 0.100 × 350 = 100 kJ/mol.

The solid of Section 1 gives an independent comparison. Take atoms of 100 u, a vibrational temperature hν/k = 20 K and a well depth of 150 kJ/mol, and go from 600 to 1000 K. The vibrational temperature is set low on purpose, so that the heat capacity of the solid is almost exactly the classical 3R. Partition functions with quantized vibrations give a logarithmic pressure ratio of 11.77173. Equation (8), with ΔCp = −R/2 and the enthalpy of the same model at 600 K, gives 11.77171. Without the heat-capacity term it gives 11.82712, too large by 0.055. For so small a ΔCp the correction is modest even over 400 K. Molecular liquids can have a much larger one.

**3. Sign and size of the correction**

Put u = ln(T/T0). The bracket in (8) becomes

g(u) = u + e^(−u) − 1. (10)

Its derivative 1 − e^(−u) is negative for u < 0 and positive for u > 0, so g has its minimum at u = 0, where it vanishes. The bracket is thus positive at every temperature other than T0. Expanding the exponential gives

g(u) = u²/2 − u³/6 + … (11)

The correction starts at second order because the enthalpy at T0 is already correct; what is missing is its change on the way to T.

The straight line obtained by dropping the second term of (8) is the tangent at T0 in a plot of ln p against 1/T. Its error is

ln(p_tan/p) = −(ΔCp/R) g(u). (12)

For ΔCp < 0 the tangent overestimates the pressure on both sides of T0. Physically, ΔH then falls with rising temperature. Above T0 the pressure climbs less steeply than the tangent assumes; below T0 the enthalpy is larger, and the pressure falls faster on cooling. For ΔCp > 0 both errors change sign.

The same fact can be read from the curvature. With x = 1/T, equation (9) is ln p = A − Bx − (ΔCp/R) ln x, so

d² ln p/dx² = ΔCp/(R x²) = ΔCp T²/R. (13)

The curve is concave for negative ΔCp, and a concave curve lies below its tangents.

**4. A straight line through two measured points**

Suppose that the slope is taken from pressures p1 and p2 at two temperatures T1 < T2. The apparent enthalpy of this chord is defined by

H_ch = R ln(p2/p1)/(1/T1 − 1/T2). (14)

From (9), ln(p2/p1) = B(1/T1 − 1/T2) + (ΔCp/R) ln(T2/T1). Substitution in (14) gives

H_ch = RB + ΔCp T*, T* = T1T2 ln(T2/T1)/(T2 − T1). (15)

Since RB = ΔH0 − ΔCp T0, this is ΔH0 + ΔCp(T* − T0), so

H_ch = ΔH(T*). (16)

The chord measures the true enthalpy at one temperature, T*. That temperature lies between T1 and T2, because it is the average of T over the interval with weight 1/T²: the numerator is ∫ T (dT/T²) = ln(T2/T1), and the normalization is ∫ dT/T² = 1/T1 − 1/T2.

For the error at another temperature T, write both lines from the common point (T1, p1):

ln(p_ch/p1) = (B + ΔCp T*/R)(1/T1 − 1/T),

ln(p/p1) = B(1/T1 − 1/T) + (ΔCp/R) ln(T/T1).

The terms in B cancel on subtraction:

ln(p_ch/p) = (ΔCp/R)[T*(1/T1 − 1/T) − ln(T/T1)]. (17)

Equation (17) is convenient for numbers but hides the sign. To expose it, call the error e(x), with x = 1/T, x1 = 1/T1 and x2 = 1/T2. It vanishes at x1 and x2. At a chosen third point x, fix a constant K by e(x) = K(x − x1)(x − x2). The function e(s) − K(s − x1)(s − x2) of s then has three zeros. Its first derivative vanishes at two points between them, and its second derivative at one point ξ between those, so e″(ξ) = 2K. The chord has no curvature, so (13) gives e″(ξ) = −ΔCp/(Rξ²). With τ = 1/ξ,

ln(p_ch/p) = −(ΔCp/2R) τ² (1/T − 1/T1)(1/T − 1/T2), (18)

where τ lies within the span of T, T1 and T2. Outside the measured interval the two differences have the same sign, and for ΔCp < 0 the chord overestimates the pressure. Inside they have opposite signs, and it underestimates. The error grows roughly as the product of the distances from the two data points, measured in 1/T. Equal steps in kelvin are longer in 1/T on the cold side.

**5. A precursor liquid, measured warm and used cold**

Take a model liquid with p0 = 1 Torr at T0 = 350 K, ΔH0 = 65 kJ/mol and ΔCp = −100 J/(mol K), so that ΔCp/R = −12.03. Its pressure is known at T1 = 350 K and T2 = 400 K, where (8) gives 14.72 Torr. It is to be used in a canister at 300 K and in a vaporizer at 450 K.

At 300 K the two terms of (8) are

(65000/8.3145)(1/350 − 1/300) = −3.723,

−12.027 × 0.012516 = −0.1505.

Their sum is −3.873, and p = 0.0208 Torr. The tangent keeps the first term alone and gives 0.0242 Torr, which is 1.16 times the value from (8).

For the chord, (15) gives T* = 350 × 400 × ln(400/350)/50 = 373.9 K. Its enthalpy is 65 − 0.100 × 23.9 = 62.6 kJ/mol, whereas at 300 K the enthalpy is 70 kJ/mol. The chord predicts 0.0277 Torr, 1.33 times the value from (8). Equation (18) reproduces this with τ = 347.0 K:

6.014 × (347.0)² × (4.762 × 10⁻⁴)(8.333 × 10⁻⁴) = 0.287,

and exp(0.287) = 1.33.

At 450 K equation (8) gives 4.964 − 0.350 = 4.614, or 100.9 Torr. The tangent gives 143.1 Torr and the chord 119.2 Torr, too high by factors of 1.42 and 1.18. The chord is thus the better line at 450 K and the worse one at 300 K. Equation (16), applied to each extrapolated stretch, explains why. From 300 to 350 K the effective temperature is 323.7 K and the effective enthalpy 67.6 kJ/mol, closer to the tangent's 65 than to the chord's 62.6. From 350 to 450 K they are 395.8 K and 60.4 kJ/mol, closer to the chord.

The consequence for delivery follows from a balance of gas flows. Let carrier gas enter at molar flow F_c and leave saturated with precursor at total pressure P. The precursor's mole fraction is F/(F + F_c) = p/P. Solving for its flow F,

F = F_c p/(P − p). (19)

A carrier flow of 100 sccm, referred to 273.15 K and 1 atm, is 4.4615 mmol/min. With P = 100 Torr, F at 300 K is 4.4615 × 0.020791/99.979 mmol/min = 0.928 μmol/min. The chord promises 1.237 μmol/min. With carrier flow and total pressure held fixed, the canister would have to be at 303.1 K to deliver that amount. A local estimate agrees: the relative slope ΔH/(RT²) at 300 K is 9.4 % per kelvin, and 0.287/0.094 is about 3 K.

In the vaporizer the error appears as condensation. At a precursor partial pressure between 101 and 119 Torr and a wall temperature of 450 K, the chord predicts that the vapour is unsaturated, while (8) predicts that liquid can form.

**6. Can the curvature be taken from the data?**

Inside the measured interval the chord lies below the curve, by an amount that shows how visible the curvature is. Halfway between the points in 1/T, the product in (18) is −(1/T1 − 1/T2)²/4. With τ close to T*, the error is about

−(12.03/8)(373.9)²(3.571 × 10⁻⁴)² = −0.027.

A curvature that spoils the 300 K pressure by a third thus bends the data by less than three per cent.

Suppose that pressures are measured at 11 equally spaced temperatures from 350 to 400 K, with independent random errors of 1 % each. Equation (8) is linear in ln p0, ΔH0 and ΔCp, so least squares gives each prediction of ln p as a weighted sum Σ w_i ln p_i, with standard error 0.01 √(Σ w_i²). There are three ways to reach 300 K.

A straight-line fit that ignores ΔCp is biased: even with error-free data its prediction is 1.355 times the value from (8), or ln 1.355 = 0.304 in ln p. If ΔCp is known and its term is subtracted before the fit and added back at 300 K, the bias disappears and the standard error of ln p is 0.018. If ΔCp is fitted as a third parameter, its own standard error is 32 J/(mol K), a third of its value, and the standard error of ln p at 300 K rises to 0.098.

These numbers are connected. The bias of the straight fit is proportional to ΔCp, because the other two terms are fitted without error; here it is 0.304/100 = 0.00304 per J/(mol K). The fitted ΔCp depends on the part of the data that no straight line can represent, and for equal independent errors it is uncorrelated with the straight-line part. The variances therefore add:

(0.0179)² + (0.00304 × 31.8)² = (0.098)². (20)

The same sum applies when ΔCp comes from elsewhere, for instance from calorimetry of the liquid and a computed gas heat capacity, with its own independent uncertainty in place of 31.8. For these data an outside value used alone beats the three-parameter fit if it is good to better than about 32 J/(mol K); weighting the two independent estimates together does better than either. An uncertainty of 20 J/(mol K) would give √(0.0179² + 0.0608²) = 0.063. The figures belong to this temperature range and noise level; a wider range determines ΔCp better.

**7. Where the formula stops**

For ΔCp < 0 equation (7) makes ΔH vanish at

T_max = T0 − ΔH0/ΔCp, (21)

which is 350 + 650 = 1000 K for the model liquid. By (5) the pressure in (8) has a maximum there and would fall on further heating. This is an artefact. A real liquid–vapour line ends at a critical point, where ΔH and ΔV vanish together and the ratio in (4) stays finite. The ideal-gas volume and the constant ΔCp both fail before that point, so (8) should be kept well below it.

Nearer to the example, the neglected effects can be sized with rough inputs. Each percentage below is a change of pressure relative to (8), unless stated otherwise.

Vapour non-ideality is described by a second virial coefficient B_v, with ΔV = RT/p + B_v − V_l and V_l the liquid volume. For B_v = −3000 cm³/mol and V_l = 300 cm³/mol, both taken as constant, ΔH gains the term (B_v − V_l)p. With p0 and the ideal-gas enthalpy at T0 held fixed, equation (4) then gives −0.015 % at 300 K and +1.2 % at 450 K. The carrier gas presses on the liquid and attracts its vapour; with a cross virial coefficient of −100 cm³/mol this adds about 0.3 % at 300 K and 100 Torr. If ΔCp rises with temperature by 0.2 J/(mol K) per kelvin, passing through −100 J/(mol K) at 350 K, the change is −0.5 % at 300 K and +2.3 % at 450 K; a drift in the opposite sense reverses both signs.

Freezing matters far more. Suppose that the liquid solidifies at T_m = 310 K with an enthalpy of fusion ΔH_f = 15 kJ/mol, taken as constant. The enthalpy of sublimation exceeds that of vaporization by ΔH_f, and the two pressures agree at T_m. Integrating the difference of the two equations (5) from T_m gives

ln(p_solid/p_liquid) = −(ΔH_f/R)(1/T − 1/T_m). (22)

At 300 K this lowers the pressure by 17.6 %. Equation (8) describes one condensed phase, and an extrapolation through a melting point needs a separate branch.

Slow decomposition during the measurement also enters. Assume first-order decay with prefactor 10¹³ s⁻¹ and barrier 150 kJ/mol, releasing one mole of permanent gas per mole lost. A sample of 1 mmol held for 600 s at 400 K under 100 cm³ of headspace then adds 0.039 Torr, or 0.26 % of the reading. In the chord at 300 K, ln p2 carries the weight (1/350 − 1/300)/(1/350 − 1/400) = −1.33, so the chord's prediction shifts by −0.35 %. At 450 K the same law destroys 0.004 % of the precursor in 1 s but 13 % in 1 h, which would matter for a stagnant hot reservoir.

The parameters are round values chosen for illustration, not data for a particular compound; ΔCp in particular varies with the size of the molecule. Real canisters may also depart from the assumed temperature and saturation. An error of 1 K at 300 K changes ln p by about 0.094 (the pressure by +9.8 % or −9.0 %), so an error of about 3 K matches the whole discrepancy of the chord. Evaporation itself draws 1.08 mW, which across a thermal conductance of 0.1 W/K cools the liquid by 0.01 K and lowers the pressure by 0.1 %. A bubble of 2 mm radius, filled by diffusion at 0.3 cm²/s for 0.2 s from a saturated surface, falls short of saturation by a fraction of about 2 × 10⁻⁷. This fraction is close to (6/π²) exp(−π²Dt/r²), with D the diffusivity, t the time and r the radius, so it depends steeply on bubble size: at 5 mm radius, with the same D and t, it is about 6 %. The carrier flow of Section 5 is about 14 cm³/s at 100 Torr and 300 K, some 400 bubbles of 2 mm radius per second. Bubbles that small call for a frit or many outlets, and a single open tube may give larger ones. That estimate does not cover carrier gas that passes over the liquid without bubbling through it, for which (19) is an upper limit at the given p. The numerical output below lists the values used here.

Computed results

```
Model: T0 = 350 K, p0 = 1.0 Torr
Model: H0 = 65.0 kJ/mol, C = -100 J/(mol K)
C/R = -12.027; measured range 350 to 400 K
Pressure at 400 K = 14.723 Torr
At 300 K: enthalpy = 70.0 kJ/mol
  bracket = 0.01252, u^2/2 = 0.01188
  enthalpy term = -3.7227, C term = -0.1505
  ln(p/p0): formula -3.8732, chord -3.5859
  p formula = 0.020791 Torr
  p tangent = 0.024168 Torr
  p chord = 0.027712 Torr
  tangent/formula = 1.162
  chord/formula = 1.333
  remainder temperature tau = 347.0 K
At 450 K: enthalpy = 55.0 kJ/mol
  bracket = 0.02909, u^2/2 = 0.03158
  enthalpy term = 4.9636, C term = -0.3499
  ln(p/p0): formula 4.6137, chord 4.7812
  p formula = 100.86 Torr
  p tangent = 143.11 Torr
  p chord = 119.25 Torr
  tangent/formula = 1.419
  chord/formula = 1.182
  remainder temperature tau = 397.4 K
Chord: T* = 373.89 K, enthalpy = 62.61 kJ/mol
Spurious pressure maximum at 1000 K
Einstein solid: theta 20 K, binding 150 kJ/mol
  mass 100 u, from 600 to 1000 K
  ln pressure ratio: partition functions 11.77173
  formula 11.77171, without C term 11.82712
Fit: 11 points, random error 1 % each
  straight fit/formula at 300 K = 1.355
  standard error of fitted C = 31.8 J/(mol K)
  error of ln p at 300 K: C known 0.0179
  error of ln p at 300 K: C fitted 0.0984
Carrier 100 sccm = 4.4615 mmol/min, total 100 Torr
Delivery at 300 K: formula 0.928 umol/min
  by chord 1.237 umol/min
  canister temperature restoring chord value = 303.11 K
Neglected effects on pressure, from rough inputs:
  B = -3000, liquid volume = 300 cm3/mol:
    -0.015 % at 300 K, 1.19 % at 450 K
  carrier, cross B -100 cm3/mol: 0.27 %
  C drift 0.2 J/(mol K2): -0.51 % at 300 K, 2.26 % at 450 K
  freezing at 310 K, 15 kJ/mol: -17.6 %
  temperature error of 1 K at 300 K: 9.4 %
  cooling 1.08 mW over 0.1 W/K: 0.0108 K, -0.10 %
  bubble radius 2 mm, D 0.3 cm2/s, 0.2 s: deficit 2.3e-07
  decay: prefactor 1e+13 1/s, barrier 150 kJ/mol
    1 mmol, 100 cm3, 600 s at 400 K: 0.0387 Torr of gas
    shift of chord at 300 K: -0.35 %
    loss at 450 K: 0.0039 % in 1 s, 13.0 % in 1 h
```
